# Variance growth in an infinite diffusion couple with composition-dependent diffusivity: verification in Python

```python
"""
Result under test: in an infinite diffusion couple with
    dc/dt = d/dx( D(c) dc/dx ),  c = 0 far left, c = 1 far right,
the variance of position weighted by the gradient dc/dx grows at the rate
2*Dbar, where Dbar is the integral of D(c) over c from 0 to 1, and the
gradient-weighted mean position (Matano plane) does not move.
Symbols: x position, t time, c composition (Ni fraction in the example),
D diffusivity, K(c) integral of D from 0 to c.
Example units: micrometre (um), second, hour, kelvin.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid
from scipy.special import erf


def gradient_moments(x, c):
    """Mean and variance of position, weighted by the composition steps."""
    weight = np.diff(c)
    middle = 0.5 * (x[1:] + x[:-1])
    mean = np.sum(middle * weight) / np.sum(weight)
    return mean, np.sum((middle - mean) ** 2 * weight) / np.sum(weight)


def step_profile(diffusivity, t, d_max, n=16001):
    """Profile grown from a sharp step at x = 0, by relaxed iteration.

    For a profile depending on x/sqrt(t), the quantity q = D dc/dx obeys
    dq/dx = -x q/(2 D t); D is updated from c until both agree.
    """
    length = np.sqrt(4 * d_max * t)
    x = np.linspace(-6 * length, 6 * length, n)
    c = 0.5 * (1 + erf(x / length))
    change = 1.0
    for _ in range(3000):
        d = diffusivity(c)
        exponent = cumulative_trapezoid(x / (2 * d * t), x, initial=0)
        exponent -= exponent[n // 2]
        new = cumulative_trapezoid(np.exp(-exponent) / d, x, initial=0)
        new /= new[-1]
        change = np.max(np.abs(new - c))
        c = 0.7 * c + 0.3 * new
        if change < 1e-12:
            break
    assert change < 1e-10
    return x, c


def simulate(diffusivities, areas, exchange, start, x, t_end):
    """Direct finite-volume solution for parallel paths with lateral exchange.

    Returns the area-averaged profile at t_end.
    """
    n, m = len(x), len(areas)
    dx = x[1] - x[0]

    def rate(_, y):
        c = y.reshape(n, m)
        face = 0.5 * (c[1:] + c[:-1])
        d = np.column_stack([f(face[:, k]) for k, f in enumerate(diffusivities)])
        flow = d * np.diff(c, axis=0) / dx ** 2
        out = exchange * ((c @ areas)[:, None] - c)
        out[:-1] += flow
        out[1:] -= flow
        return out.ravel()

    y0 = np.repeat(start[:, None], m, axis=1).ravel()
    sol = solve_ivp(rate, (0, t_end), y0, method="LSODA", t_eval=[t_end],
                    rtol=1e-8, atol=1e-10, lband=m, uband=m)
    assert sol.success
    return sol.y[:, -1].reshape(n, m) @ areas


# ---- Step start, several shapes of D(c): variance against 2*Dbar*t ----
shapes = {
    "rising exponential": lambda c: np.exp(3 * (c - 1)),
    "well": lambda c: 1 - 0.85 * np.exp(-((c - 0.4) / 0.25) ** 2),
    "peak": lambda c: 0.1 + 0.9 * np.exp(-((c - 0.6) / 0.25) ** 2),
}
print("Step start, dimensionless, t = 1: variance and 2*Dbar*t")
for name, shape in shapes.items():
    xs, cs = step_profile(shape, 1.0, 1.0)
    mean_s, var_s = gradient_moments(xs, cs)
    law = 2 * quad(shape, 0, 1)[0]
    assert abs(var_s / law - 1) < 1e-4
    assert abs(mean_s) < 1e-4
    print(f"  {name}: {var_s:.5f} and {law:.5f}")

# ---- Closed solution with an unbounded but integrable D(c) ----
X, T, C = sp.symbols("x t c", positive=True)
logistic = 1 / (1 + sp.exp(-X / sp.sqrt(T)))
d_log = -(C * sp.log(C) + (1 - C) * sp.log(1 - C)) / (2 * C * (1 - C))
residual = sp.diff(logistic, T) - sp.diff(
    d_log.subs(C, logistic) * sp.diff(logistic, X), X)
for xv, tv in [(-2, 1), (0.7, 2), (3, 1.5)]:
    assert abs(sp.N(residual.subs({X: xv, T: tv}), 30)) < 1e-12
d_log_number = sp.lambdify(C, d_log, "mpmath")
dbar_log = 2 * mp.quad(d_log_number, [0, 0.5])   # symmetric about c = 1/2
var_log = 2 * mp.quad(lambda s: s ** 2 * mp.exp(-s) / (1 + mp.exp(-s)) ** 2,
                      [0, 5, 20, 80])
assert abs(var_log - 2 * dbar_log) < 1e-8
assert abs(var_log - mp.pi ** 2 / 3) < 1e-8
print(f"Logistic profile, t = 1: variance {float(var_log):.6f}, "
      f"Dbar {float(dbar_log):.6f}")

# ---- Graded, lopsided start, solved directly ----
grid = -20 + 0.05 * (np.arange(800) + 0.5)
graded = (0.7 * 0.5 * (1 + erf((grid + 1.5) / 0.5))
          + 0.3 * 0.5 * (1 + erf((grid - 2.0) / 0.8)))
d_one = lambda c: np.exp(-2 * c)
dbar_one = quad(d_one, 0, 1)[0]
t_run = 4.0
later = simulate([d_one], np.array([1.0]), 0.0, graded, grid, t_run)
m0, v0 = gradient_moments(grid, graded)
m1, v1 = gradient_moments(grid, later)
assert abs(m1 - m0) < 1e-4
assert abs((v1 - v0) / (2 * dbar_one * t_run) - 1) < 1e-3
print(f"Graded start, D = exp(-2c), dimensionless, t = {t_run:.0f}:")
print(f"  mean before and after: {m0:.4f} and {m1:.4f}")
print(f"  variance before and after: {v0:.4f} and {v1:.4f}")
print(f"  increase and 2*Dbar*t: {v1 - v0:.4f} and {2*dbar_one*t_run:.4f}")

# The direct solution from a sharp step must give the similarity profile.
direct = simulate([d_one], np.array([1.0]), 0.0,
                  (grid > 0).astype(float), grid, t_run)
xs, cs = step_profile(d_one, t_run, 1.0)
assert np.max(np.abs(direct - np.interp(grid, xs, cs))) < 5e-3

# ---- Parallel slow and fast paths with lateral exchange ----
areas = np.array([0.9, 0.1])
d_slow = lambda c: 0.5 * np.exp(-2 * c)
d_fast = lambda c: 2.0 - c
t_two = 2.0
mixed = simulate([d_slow, d_fast], areas, 0.3, graded, grid, t_two)
rise = gradient_moments(grid, mixed)[1] - v0
area_mean = areas @ np.array([quad(d_slow, 0, 1)[0], quad(d_fast, 0, 1)[0]])
assert abs(rise / (2 * area_mean * t_two) - 1) < 1e-3
print(f"Two paths, t = {t_two:.0f}: increase {rise:.4f}, "
      f"2*(area mean of Dbar)*t {2*area_mean*t_two:.4f}")

# ---- Worked example: Cu (left) against Ni (right), rough typical values ----
temperature = 1000 + constants.zero_Celsius
hours = 100.0
time = hours * constants.hour
d_cu, d_ni = 0.05, 0.0015            # um^2/s at the two ends
slope = np.log(d_cu / d_ni)
d_alloy = lambda c: d_cu * np.exp(-slope * c)
dbar = quad(d_alloy, 0, 1)[0]
assert abs(dbar / ((d_cu - d_ni) / slope) - 1) < 1e-10
x, c = step_profile(d_alloy, time, d_cu)
mean, variance = gradient_moments(x, c)
assert abs(variance / (2 * dbar * time) - 1) < 1e-4
assert abs(mean) < 1e-3 * np.sqrt(variance)
# The same second moment without any derivative of the profile
plain = -2 * trapezoid(x * (c - (x > 0)), x)
assert abs(plain / variance - 1) < 1e-4
levels = np.arange(0.05, 1.0, 0.1)
places = np.interp(levels, c, x)
print(f"Cu-Ni couple: T = {temperature:.2f} K, time = {hours:.0f} h "
      f"= {time:.0f} s")
print(f"  D at Cu end {d_cu} um^2/s, at Ni end {d_ni} um^2/s, "
      f"ln ratio {slope:.4f}")
print(f"  Dbar = {dbar:.6f} um^2/s = {dbar*1e-12:.4e} m^2/s")
print(f"  mean of the two end values = {(d_cu+d_ni)/2:.5f} um^2/s")
print(f"  variance from profile = {variance:.1f} um^2")
print(f"  2*Dbar*t              = {2*dbar*time:.1f} um^2")
print(f"  standard deviation = {np.sqrt(variance):.2f} um")
print(f"  Ni fraction at x = 0: {np.interp(0.0, x, c):.4f}")
print("  positions (um) at Ni fraction 0.05, 0.15, ... 0.95:")
print("   ", " ".join(f"{p:.1f}" for p in places[:5]))
print("   ", " ".join(f"{p:.1f}" for p in places[5:]))
print(f"  ten-point mean {places.mean():.2f} um, "
      f"ten-point variance {places.var():.1f} um^2")

# Pointwise inversion of the profile at chosen compositions
area_under = cumulative_trapezoid(x * np.gradient(c, x), x, initial=0)
for level in (0.2, 0.5, 0.8):
    gradient = np.interp(level, c, np.gradient(c, x))
    found = -np.interp(level, c, area_under) / (2 * time * gradient)
    assert abs(found / d_alloy(level) - 1) < 2e-3
    print(f"  inverted D at Ni fraction {level}: {found:.6f} um^2/s, "
          f"input {d_alloy(level):.6f}")

# ---- Cutoff limit used in place of any assumption about the tails ----
Y = sp.symbols("y")
psi_second = sp.diff(Y * (1 - Y ** 2) ** 3, Y, 2)
assert sp.expand(psi_second + 6*Y*(1 - Y**2)*(3 - 7*Y**2)) == 0
psi_second_number = sp.lambdify(Y, psi_second, "numpy")
y = np.linspace(-1, 1, 200001)
errors = []
for radius in (2000.0, 20000.0):
    comp = np.interp(radius * y, x, c)
    k_of_c = d_cu * (1 - np.exp(-slope * comp)) / slope
    ratio = -trapezoid(psi_second_number(y) * k_of_c, y) / dbar
    errors.append(abs(ratio - 1))
    print(f"  cutoff at {radius:.0f} um: growth rate / limit = {ratio:.5f}")
assert errors[1] < errors[0] / 50 and errors[1] < 0.01

# ---- Sizes of neglected effects, as relative changes of variance ----
print("Neglected effects, relative to the variance or Dbar:")
activation = 240e3                   # J/mol, rough
arrhenius = lambda temp: np.exp(
    -activation / constants.R * (1 / temp - 1 / temperature))
print(f"  temperature 5 K too high (Q = {activation/1e3:.0f} kJ/mol): "
      f"{100*(arrhenius(temperature+5)-1):.2f} %")

v_cu, v_ni = 7.1, 6.6                # cm^3/mol, rough
mole_fraction = lambda f: (f / v_ni) / (f / v_ni + (1 - f) / v_cu)
d_volume = lambda f: d_alloy(mole_fraction(f))
xv, fv = step_profile(d_volume, time, d_cu)
var_f = gradient_moments(xv, fv)[1]
assert abs(var_f / (2 * time * quad(d_volume, 0, 1)[0]) - 1) < 1e-4
var_n = gradient_moments(xv, mole_fraction(fv))[1]
print(f"  molar volumes {v_cu} and {v_ni} cm^3/mol, mole-fraction weight: "
      f"{100*(var_n/(2*dbar*time)-1):.2f} %")

boundary, grain = 0.4, 1000.0        # um^3/s (width times D), um
print(f"  grain boundaries ({boundary} um^3/s, {grain:.0f} um columns): "
      f"{100*2*boundary/grain/dbar:.2f} %")
porosity = 0.01
print(f"  pores stretching lengths by {100*porosity:.0f} %, at most: "
      f"{100*((1+porosity)**2-1):.2f} %")
ramp = 10 / 60                       # K/s
extra = 2 * quad(arrhenius, 300, temperature, limit=200)[0] / ramp
print(f"  heating and cooling at {ramp*60:.0f} K/min: {extra/60:.2f} min "
      f"at temperature, {100*extra/time:.3f} %")
half = 1000.0                        # um, thickness of each half
outside = np.abs(0.5 * (x[1:] + x[:-1])) > half
tail = np.sum((0.5*(x[1:]+x[:-1]))[outside]**2 * np.diff(c)[outside])
print(f"  halves {half:.0f} um thick: Ni fraction at Cu end "
      f"{np.interp(-half, x, c):.2e}, variance beyond {100*tail/variance:.2e} %")

print("all assertions hold")
```

It prints:

```
Step start, dimensionless, t = 1: variance and 2*Dbar*t
  rising exponential: 0.63348 and 0.63348
  well: 1.25587 and 1.25587
  peak: 0.98790 and 0.98790
Logistic profile, t = 1: variance 3.289868, Dbar 1.644934
Graded start, D = exp(-2c), dimensionless, t = 4:
  mean before and after: -0.4500 and -0.4500
  variance before and after: 2.7562 and 6.2148
  increase and 2*Dbar*t: 3.4586 and 3.4587
Two paths, t = 2: increase 1.3782, 2*(area mean of Dbar)*t 1.3782
Cu-Ni couple: T = 1273.15 K, time = 100 h = 360000 s
  D at Cu end 0.05 um^2/s, at Ni end 0.0015 um^2/s, ln ratio 3.5066
  Dbar = 0.013831 um^2/s = 1.3831e-14 m^2/s
  mean of the two end values = 0.02575 um^2/s
  variance from profile = 9958.5 um^2
  2*Dbar*t              = 9958.5 um^2
  standard deviation = 99.79 um
  Ni fraction at x = 0: 0.3553
  positions (um) at Ni fraction 0.05, 0.15, ... 0.95:
    -209.2 -91.9 -36.3 -1.5 22.8
    41.0 55.6 68.1 80.3 96.7
  ten-point mean 2.57 um, ten-point variance 7920.2 um^2
  inverted D at Ni fraction 0.2: 0.024797 um^2/s, input 0.024797
  inverted D at Ni fraction 0.5: 0.008660 um^2/s, input 0.008660
  inverted D at Ni fraction 0.8: 0.003025 um^2/s, input 0.003025
  cutoff at 2000 um: growth rate / limit = 0.94978
  cutoff at 20000 um: growth rate / limit = 0.99948
Neglected effects, relative to the variance or Dbar:
  temperature 5 K too high (Q = 240 kJ/mol): 9.27 %
  molar volumes 7.1 and 6.6 cm^3/mol, mole-fraction weight: -0.02 %
  grain boundaries (0.4 um^3/s, 1000 um columns): 5.78 %
  pores stretching lengths by 1 %, at most: 2.01 %
  heating and cooling at 10 K/min: 10.35 min at temperature, 0.173 %
  halves 1000 um thick: Ni fraction at Cu end 2.16e-08, variance beyond 2.32e-04 %
all assertions hold
```
